# Where silicon's macroscopic dielectric constant takes over in the Resta model

## The problem

A fixed point charge \(Ze\) sits in silicon. Far away its potential is reduced by the macroscopic dielectric constant \(\varepsilon\); close to the charge the electrons have no room to screen it. The Resta model replaces the valence electrons by a uniform gas of density \(n\), neutralised by a uniform positive background, and makes three assumptions:

- the gas responds by static, linear Thomas-Fermi screening;
- its density is disturbed only within a sphere of radius \(R\), and the disturbance falls to zero at the edge;
- outside the sphere the potential is \(\phi=Ze/(4\pi\varepsilon_0\varepsilon r)\).

The constant \(\varepsilon\) is an input, and the nuclei do not move.

(a) Show that \(\sinh(kR)/(kR)=\varepsilon\), where \(k\) is the Thomas-Fermi wavevector.

(b) Show that this equation has one positive root for \(\varepsilon>1\), and find \(R\) for silicon. Use the rough values \(\varepsilon=12\) and cubic lattice constant 0.54 nm.

(c) How wrong is the macroscopic law inside \(R\), and how far can \(R\) be trusted in a real crystal?

## Hints

1. Write \(\phi=Ze\,s(r)/(4\pi\varepsilon_0 r)\). The Laplacian then becomes a plain second derivative of \(s\).
2. A second-order equation needs two boundary conditions. Count how many you have; the extra one fixes \(R\).
3. For the root, expand \(\sinh x/x\) in powers of \(x\). To compute it, rewrite the equation as \(x=\operatorname{arsinh}(\varepsilon x)\).
4. For (c), measure distance inward from the edge, \(y=k(R-r)\).

## Solution

### The screening equation

A free-electron gas has \(n=k_F^3/3\pi^2\) and \(E_F=\hbar^2k_F^2/2m\), so \(n\propto E_F^{3/2}\) and \(dn/dE_F=3n/2E_F\). An electron has potential energy \(-e\phi\), so a higher \(\phi\) raises the local density. Since the disturbance vanishes at \(R\), to first order

\[
\delta n(r)=\frac{dn}{dE_F}\,e\,[\phi(r)-\phi(R)] .
\]

The induced charge density is \(-e\,\delta n\), and Poisson's equation gives, for \(0<r<R\),

\[
\nabla^2\phi=\frac{e\,\delta n}{\varepsilon_0}=k^2[\phi-\phi(R)],\qquad k^2=\frac{e^2}{\varepsilon_0}\frac{dn}{dE_F}.
\]

With \(C=e^2/4\pi\varepsilon_0\) and the Bohr radius \(a_0=\hbar^2/mC\),

\[
k^2=4\pi C\,\frac{3n}{2E_F}=6\pi C\,\frac{k_F^3}{3\pi^2}\,\frac{2m}{\hbar^2k_F^2}=\frac{4k_F}{\pi a_0}.
\]

### The condition on R

For a spherical potential \(\nabla^2\phi=(r\phi)''/r\). Inserting \(\phi=Ze\,s/(4\pi\varepsilon_0r)\) and \(\phi(R)=Ze/(4\pi\varepsilon_0\varepsilon R)\), then cancelling the common factor, gives

\[
s''=k^2\left[s-\frac{r}{\varepsilon R}\right].
\]

There are three conditions. Near the charge the potential is the bare one, so \(s(0)=1\). Continuity of the potential gives \(s(R)=1/\varepsilon\). There is no surface charge at \(R\), so the field is continuous too; as \(s\) is constant outside, \(s'(R)=0\).

Set \(w=s-r/(\varepsilon R)\). The subtracted term is linear in \(r\), so \(w''=k^2w\), with \(w(0)=1\) and \(w(R)=0\). Hence

\[
s(r)=\frac{\sinh[k(R-r)]}{\sinh kR}+\frac{r}{\varepsilon R}.
\]

The third condition now reads

\[
s'(R)=-\frac{k}{\sinh kR}+\frac{1}{\varepsilon R}=0
\quad\Longrightarrow\quad
\frac{\sinh kR}{kR}=\varepsilon .
\]

The charge \(Z\) has dropped out because the response is linear.

Counting charge gives the same condition. The induced density is \(-\varepsilon_0\nabla^2\phi=-Ze\,k^2w/(4\pi r)\), so the total inside \(R\) is

\[
Q=-\frac{Ze\,k^2}{\sinh kR}\int_0^R r\sinh[k(R-r)]\,dr .
\]

Integration by parts gives \(-R/k+\sinh(kR)/k^2\) for the integral, and therefore

\[
Q=-Ze\left(1-\frac{kR}{\sinh kR}\right)=-Ze\left(1-\frac1\varepsilon\right).
\]

For \(\varepsilon=12\) this is \(-0.917\,Ze\). The net charge \(Ze/\varepsilon\) is what Gauss's law requires for the potential outside.

### One root, and how to reach it

With \(x=kR\),

\[
\frac{\sinh x}{x}=1+\frac{x^2}{3!}+\frac{x^4}{5!}+\dots
\]

Every coefficient is positive, so the function rises steadily from 1 without bound and meets each \(\varepsilon>1\) once. For \(\varepsilon\) just above 1 the first two terms give \(x\approx\sqrt{6(\varepsilon-1)}\), and the sphere shrinks to nothing as screening disappears. For large \(\varepsilon\), \(\sinh x\approx e^x/2\) gives \(x\approx\ln(2\varepsilon x)\), a slow logarithmic growth. In the limit \(\varepsilon\to\infty\) at fixed \(k\), \(R\to\infty\) and \(s\to e^{-kr}\), the Thomas-Fermi result for a metal.

The function \(g(x)=\operatorname{arsinh}(\varepsilon x)\) is increasing and concave with \(g(0)=0\), so \(g(x)/x\) decreases. Below the root \(g(x)>x\), above it \(g(x)<x\), and since \(g\) is increasing an iterate never crosses the root. The iteration thus converges from any positive start. Near the root each step multiplies the error by

\[
g'(x)=\frac{\varepsilon}{\sqrt{1+\varepsilon^2x^2}}=\frac{\varepsilon}{\cosh x}=\frac{\tanh x}{x},
\]

where \(\varepsilon x=\sinh x\) was used twice.

### Numbers for silicon

The cubic cell holds 8 atoms with 4 valence electrons each:

\[
n=\frac{32}{(0.54\ \text{nm})^3}=203\ \text{nm}^{-3},\qquad k_F=(3\pi^2n)^{1/3}=18.19\ \text{nm}^{-1},
\]

\[
k=\sqrt{\frac{4\times18.19}{\pi\times0.0529}}\ \text{nm}^{-1}=20.92\ \text{nm}^{-1}.
\]

Starting from \(x=4\), the iteration gives 4.5645, 4.6964, 4.7249, 4.7310, 4.7323, 4.7325 and settles at \(x=4.7326\). The error ratio is 0.211. As a check, \(56.79/4.7326=12.00\). Then

\[
R=\frac{4.7326}{20.92\ \text{nm}^{-1}}=0.226\ \text{nm}\approx4.3\ \text{bohr}.
\]

A finite-difference solution of the equation for \(s\), with \(R\) adjusted until the slope at the edge vanishes, gives the same 0.226 nm. For \(Z=1\), \(e\phi(R)=C/(\varepsilon R)=0.53\) eV.

### Inside the sphere

Use \(\sinh kR=\varepsilon kR\) and \(r/R=1-y/(kR)\) in \(s(r)\):

\[
\varepsilon s-1=\frac{\sinh y}{kR}+1-\frac{y}{kR}-1=\frac{\sinh y-y}{kR}.
\]

This is the excess of the potential over the macroscopic law, relative to that law. Near the edge it is \(y^3/(6kR)\), so the two join very smoothly. Within the model the excess is 10% at \(r=0.16\) nm and 1% at 0.195 nm. This quick fall follows from forcing the disturbance to vanish at \(R\).

The local screening factor is \(\varepsilon(r)=1/s(r)\). At \(r=0.10\) nm, \(y=20.92\times0.1262=2.64\) and \(\sinh y=6.97\). The excess is \((6.97-2.64)/4.73=0.915\), so \(\varepsilon(r)=12/1.915\approx6.3\). At 0.05, 0.15 and 0.20 nm the factor is 2.7, 10.3 and 11.9.

### What R means in a real crystal

The inputs are rough values for silicon, and the result is 0.97 of the bond length, 0.234 nm. The sphere therefore ends almost at the nearest neighbours, where a real crystal is far from uniform. There \(R\) is a length scale for the onset of macroscopic screening, and no sharp boundary should be expected. The following estimates illustrate its sensitivity; they are not error bounds.

**Dielectric constant.** Differentiating \(\ln\varepsilon=\ln\sinh x-\ln x\) at fixed \(k\) gives

\[
\frac{d\ln R}{d\ln\varepsilon}=\frac{1}{x\coth x-1}=0.268 .
\]

Changing \(\varepsilon\) from 11 to 13 moves \(R\) from 0.221 to 0.231 nm. A 1% change, roughly what 100 K produces in silicon near room temperature, moves it by 0.27%.

**Uneven density.** Valence charge gathers in the bonds and is thin between them. At fixed \(\varepsilon\), \(R\propto1/k\propto n^{-1/6}\). Half the mean density gives 0.254 nm and double gives 0.202 nm, changes of about 12% and 11%. The real variation is wider, from roughly a tenth of the mean between the bonds to about three times the mean at their centres, and no single uniform density represents it.

**Quantum response.** Thomas-Fermi theory needs a potential that varies slowly over \(1/k_F\), but here \(k/2k_F=0.575\). For a weak potential energy \(U_Q\) of wavevector \(Q\), first-order perturbation theory gives (principal value, both spins, and the equal contributions of \(\pm\mathbf Q\))

\[
\delta n_Q=-4U_Q\int_{p<k_F}\frac{d^3p}{(2\pi)^3}\,\frac{2m/\hbar^2}{Q^2+2\mathbf p\cdot\mathbf Q}.
\]

The angular integral leaves a logarithm. Dividing by the Thomas-Fermi value \(-U_Q\,dn/dE_F\), with \(dn/dE_F=mk_F/\pi^2\hbar^2\), gives

\[
F(Q)=\frac{1}{Qk_F}\int_0^{k_F}p\,\ln\left|\frac{2p+Q}{2p-Q}\right|dp .
\]

At \(Q=k\) this is 0.88. If \(k^2\) is scaled by that factor, \(R\) grows by about 7%. Exchange acts the other way. In the local-density approximation the exchange potential is \(-Ck_F/\pi\), which lowers \(1/F\) by \(1/(\pi k_Fa_0)=0.33\). The factor becomes \(1/(1/0.88-0.33)\approx1.24\), and \(R\) shrinks by about 10% instead. Even the sign of the correction therefore depends on exchange. Both figures are guides only, since one wavevector stands in for the whole range. They also understate the change in the potential itself. Smooth model dielectric functions with the same \(\varepsilon\) and density have no edge. The Levine-Louie (gapped Lindhard) form leaves the potential about 26% above the macroscopic law at \(r=R\) and 11% above it at 0.30 nm, and the Cappellini form leaves it about 12% above at \(R\), where the Resta model gives zero.

Calculations of charged defects often align the computed potential with that of a model charge screened by \(\varepsilon\). For an isolated point charge the model supports the tail \(Ze/(4\pi\varepsilon_0\varepsilon r)\) outside \(R\). In a periodic supercell the reference must also include the screened images and the neutralising background, which change the potential strongly far from the defect. In a real crystal the macroscopic law is approached gradually, so \(R\) is not a safe inner limit for the alignment; sample the potential well beyond it. If the defect's charge is spherical and fills a radius \(b\), superposition of linear responses moves the limit to \(b+R\). In a crystal, the potential must also be averaged over its atomic-scale variation. The model is static and depends on one distance, whereas the screened interaction in GW depends on frequency and on both positions.

## Variation 1: a full unit of charge

*Does \(R\) depend on the sign of the charge if the response is not linearised?*

Keep the full Thomas-Fermi density, \(n[1+ZCw/(rE_F)]^{3/2}\), set to zero where the bracket is negative. Poisson's equation becomes

\[
w''=\frac{4\pi nr}{Z}\left\{\left[1+\frac{ZCw}{rE_F}\right]^{3/2}-1\right\},
\]

with \(w(0)=1\), \(w(R)=0\) and \(w'(R)=-1/(\varepsilon R)\). Here \(E_F=12.6\) eV. Numerical solution gives \(R=0.215\) nm for \(Z=+1\) and 0.245 nm for \(Z=-1\), which is 5% below and 8% above the linear value. For \(Z=\pm0.001\) the linear 0.2262 nm returns.

The sign follows from \((1+u)^{3/2}-1>3u/2\) for \(u\neq0\), \(u\geq-1\). Where \(u<-1\) the density is zero, and the inequality still holds because \(-1>3u/2\). Electrons therefore pile up around a positive charge more than linear theory predicts, which shrinks the sphere, and they leave a negative charge less readily, which enlarges it.

## Variation 2: the outer limit in doped silicon

*At 300 K, with \(n_c=10^{16}\) cm\(^{-3}\) free carriers, how far out does the \(1/(\varepsilon r)\) law reach?*

Nondegenerate carriers obey \(n_c\propto e^{\mu/k_BT}\), so \(dn_c/d\mu=n_c/k_BT\). The earlier argument, now in a medium of constant \(\varepsilon\), gives \(\nabla^2\phi=\phi/L^2\) with

\[
L=\sqrt{\frac{\varepsilon k_BT}{4\pi Cn_c}}=\sqrt{\frac{12\times0.0259}{4\pi\times1.44\times10^{-5}}}\ \text{nm}\approx41\ \text{nm}.
\]

Since \(R\ll L\), the potential outside the sphere is \(Ze\,e^{-r/L}/(4\pi\varepsilon_0\varepsilon r)\). It is 10% below the macroscopic law at \(r=-L\ln0.9\approx4.4\) nm.

The carriers are indeed nondegenerate: \(n_c\) is \(3.5\times10^{-4}\) of the effective band density for a rough density-of-states mass of 1.1 electron masses. The linearisation is weaker. At 4.4 nm a unit charge gives \(e\phi\approx25\) meV, about \(k_BT\), and a sphere of radius \(L\) holds just three carriers on average. The 4.4 nm is therefore an order-of-magnitude estimate for the mean potential. Taken together, the two models give the macroscopic law a window from about 0.2 nm to a few nanometres at this doping. The lower end is specific to the Resta model: with the smooth dielectric functions above, the 10% level is reached only at about 0.23 to 0.3 nm instead of 0.16 nm, and the approach is gradual.

The numerical output below lists the main computed values.

## Computed results

```
lattice constant (rough input): 0.54 nm
dielectric constant (rough input): 12
valence electron density n: 203.2 nm^-3
Fermi wavevector k_F: 18.19 nm^-1
Fermi energy E_F: 12.60 eV
Thomas-Fermi wavevector k: 20.92 nm^-1
Thomas-Fermi length 1/k: 0.0478 nm
iterate 0 of x = kR: 4.0000
iterate 1 of x = kR: 4.5645
iterate 2 of x = kR: 4.6964
iterate 3 of x = kR: 4.7249
iterate 4 of x = kR: 4.7310
iterate 5 of x = kR: 4.7323
iterate 6 of x = kR: 4.7325
error ratio tanh(x)/x: 0.211
root x = kR: 4.7326
sinh(x) at the root: 56.79
RADIUS R: 0.2262 nm
RADIUS R converted: 4.28 bohr
R from finite differences: 0.2262 nm
bond length: 0.2338 nm
R / bond length: 0.968
screening charge inside R: 0.9167 of -Ze
eps(r) at r = 0.05 nm: 2.71
eps(r) at r = 0.10 nm: 6.26
eps(r) at r = 0.15 nm: 10.33
eps(r) at r = 0.20 nm: 11.93
radius with 10% excess potential: 0.161 nm
radius with 1% excess potential: 0.195 nm
e*phi at R for Z = 1: 0.530 eV
d ln R / d ln eps: 0.268
R for eps = 11: 0.2209 nm
R for eps = 13: 0.2311 nm
change of R for 1% change of eps: 0.27 %
R for half the density: 0.254 nm
R for double the density: 0.202 nm
nonlinear R, Z = +0.001: 0.22621 nm
nonlinear R, Z = -0.001: 0.22625 nm
nonlinear R, Z = +1: 0.2147 nm
nonlinear R, Z = -1: 0.2448 nm
k/(2 k_F): 0.575
gas response at k / Thomas-Fermi: 0.881
temperature: 300 K
thermal energy / E_F: 0.0021
free-carrier density (chosen): 1e+16 cm^-3
density-of-states mass (rough): 1.1 m_e
carriers / effective band density: 3.5e-04
Debye length: 41.4 nm
radius with 10% Debye reduction: 4.4 nm
```
